\section*{Termination of the Similarity-Transformed Pauli-Fierz Hamiltonian in Coupled-Cluster Theory}

\section{Definitions and conventions}

A molecule with clamped nuclei interacts with one cavity mode of angular frequency $\omega$ and effective volume $V$. The mode field is taken as uniform over the molecule (dipole approximation), and the length gauge is used. With the mode phase chosen so that the coupling is real and negative, the Pauli-Fierz Hamiltonian is
\begin{equation}
H=H_e+\hbar\omega\,b^\dagger b-F\,d\,(b+b^\dagger)+\frac{d^2}{2\varepsilon_0V},
\qquad F=\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}} .
\label{H}
\end{equation}
The constant zero-point energy is omitted. Here $[b,b^\dagger]=1$, $F$ is a field amplitude, and $d$ is the dipole component along the polarization. The coordinate origin is chosen so that the nuclear part of $d$ vanishes. The definition of $F$ gives
\begin{equation}
\frac{F^2}{\hbar\omega}=\frac{1}{2\varepsilon_0V}.
\label{ratio}
\end{equation}

In a finite set of orthonormal spin orbitals,
\begin{equation}
H_e=\sum_{pq}h_{pq}a_p^\dagger a_q+\frac12\sum_{pqrs}g_{pqrs}\,a_p^\dagger a_q^\dagger a_sa_r,
\qquad d=\sum_{pq}d_{pq}a_p^\dagger a_q ,
\label{second}
\end{equation}
and $d^2$ means the square of this $d$. Let $|\Phi\rangle$ be a determinant with occupied orbitals $i,j$ and virtual orbitals $a,c$. The cluster operator is
\begin{equation}
T=\sum_{n=0}^{N}\tau_n(b^\dagger)^n ,
\label{T}
\end{equation}
where each $\tau_n$ is a constant plus a combination of excitation operators $a_a^\dagger a_i$, $a_a^\dagger a_c^\dagger a_ja_i$, and so on. The constant in $\tau_0$ is zero, since it would only rescale the state. The formal derivative with respect to the photon creator is
\begin{equation}
T'=\frac{\partial T}{\partial b^\dagger}=\sum_{n=1}^{N}n\,\tau_n(b^\dagger)^{n-1}.
\label{Tprime}
\end{equation}
A bar denotes the similarity transform $\bar X=e^{-T}Xe^{T}$, and $\mathcal D X=[X,T]$.

\section{Theorem}

For every $N$ and every excitation rank in $T$,
\begin{equation}
\bar b=b+T',\qquad \overline{b^\dagger}=b^\dagger ,
\label{shift}
\end{equation}
\begin{equation}
\bar H=\bar H_e+\hbar\omega\,b^\dagger(b+T')-F\,\bar d\,(b+b^\dagger+T')+\frac{\bar d^{\,2}}{2\varepsilon_0V},
\label{Hbar}
\end{equation}
with the finite series
\begin{equation}
\bar d=d+[d,T]+\tfrac12[[d,T],T],\qquad
\bar H_e=\sum_{k=0}^{4}\frac{1}{k!}\mathcal D^kH_e .
\label{finite}
\end{equation}
No commutator of order higher than four contributes to $\bar H$.

The shift $T'$ is in general a many-electron operator. It reduces to a constant plus one-electron terms, dressed by powers of $b^\dagger$, when the photon-carrying operators $\tau_1,\tau_2,\dots$ contain no excitation beyond singles.

\section{Lemma 1: the commutator series is well defined}

For every polynomial $X$ in the electron and photon operators, $\bar X=\sum_k\mathcal D^kX/k!$, and each matrix element between photon-number states involves a finite sum.

\emph{Proof.} Regard an operator as an array of electronic blocks $\langle m|X|l\rangle$ between photon numbers. Consider operators for which some integer $s$ exists such that the block vanishes when $l>m+s$: they lower the photon number by at most $s$. Row $m$ then has finitely many nonzero blocks. Products of such operators are finite sums and remain in the class.

The cluster operator belongs to it with $s=0$. In $\langle m|T^k|l\rangle$, at most $m-l$ factors can raise the photon number. The remaining factors are $\tau_0$, and each of them removes at least one occupied-orbital electron. If $N_o$ orbitals are occupied, more than $N_o$ such factors repeat some $a_i$ and give zero. Thus the block vanishes for $k>m-l+N_o$.

It follows that the blocks of $e^{\pm\lambda T}$ are polynomials in $\lambda$, and so are those of $X(\lambda)=e^{-\lambda T}Xe^{\lambda T}$. Differentiation gives
\begin{equation}
\frac{dX(\lambda)}{d\lambda}=-TX(\lambda)+X(\lambda)T=e^{-\lambda T}(\mathcal DX)e^{\lambda T}.
\end{equation}
Repeating this $k$ times and setting $\lambda=0$ gives $\mathcal D^kX$. The Taylor expansion of a polynomial, taken at $\lambda=1$, is the stated series. $\square$

This argument does not require $e^T|\Phi,0\rangle$ to be normalizable. That is a separate condition. For $T=c\,(b^\dagger)^2$ the squared norm is $\sum_k|c|^{2k}(2k)!/(k!)^2$. The ratio of successive terms tends to $4|c|^2$, so the norm diverges for $|c|>1/2$. It also diverges at $|c|=1/2$, where the terms fall only like $1/\sqrt{\pi k}$. All blocks of $\bar H$ are nevertheless finite.

\section{Lemma 2: elementary operators shift once}

The operators $b^\dagger$, $a_a^\dagger$ and $a_i$ are unchanged by the transformation. The others obey
\begin{equation}
\bar b=b+T',\qquad \bar a_a=a_a+[a_a,T],\qquad
\overline{a_i^\dagger}=a_i^\dagger+[a_i^\dagger,T].
\label{elementary}
\end{equation}

\emph{Proof.} Since $a\neq i$, all members of the set $\{a_a^\dagger,a_i\}$ anticommute with one another. Each term of $T$ contains an even number of them, so they commute with $T$, as does $b^\dagger$. For the same reason all $\tau_n$ commute with one another.

For the photon annihilator, $[b,(b^\dagger)^n]=n(b^\dagger)^{n-1}$. This holds for $n=1$, and if it holds for $n-1$, then
\begin{align}
[b,(b^\dagger)^n]&=[b,b^\dagger](b^\dagger)^{n-1}+b^\dagger[b,(b^\dagger)^{n-1}]\nonumber\\
&=(b^\dagger)^{n-1}+(n-1)(b^\dagger)^{n-1}=n(b^\dagger)^{n-1}.
\end{align}
Because $b$ commutes with $\tau_n$, $\mathcal Db=[b,T]=T'$. Both $T'$ and $T$ are built from $b^\dagger$ and the commuting $\tau_n$, so $\mathcal D^2b=[T',T]=0$. Lemma 1 then gives the shift.

For a virtual orbital, $a_a$ anticommutes with every member of the set except $a_a^\dagger$, for which the anticommutator is one. Moving $a_a$ through an even product therefore leaves a term in which $a_a^\dagger$ has been deleted. The result $[a_a,T]$ is odd in the set, while $T$ is even. An odd and an even product of mutually anticommuting operators commute, so $\mathcal D^2a_a=0$. The proof for $a_i^\dagger$ is the same, with $a_i$ deleted. $\square$

For $T=\sum_{ia}t_i^a a_a^\dagger a_i$ the electronic shifts are
\begin{equation}
[a_a,T]=\sum_i t_i^a a_i,\qquad [a_i^\dagger,T]=-\sum_a t_i^a a_a^\dagger .
\end{equation}
The minus sign comes from moving $a_i^\dagger$ past $a_a^\dagger$ before it meets $a_i$.

\section{Lemma 3: counting shifted factors}

If a product contains $m$ factors of the types $b$, $a_a$ or $a_i^\dagger$, all its commutators with $T$ of order higher than $m$ vanish.

\emph{Proof.} From $[XY,T]=[X,T]Y+X[Y,T]$, repeated application gives
\begin{equation}
\mathcal D^k(X_1\cdots X_r)=\sum_{k_1+\cdots+k_r=k}
\frac{k!}{k_1!\cdots k_r!}\,(\mathcal D^{k_1}X_1)\cdots(\mathcal D^{k_r}X_r).
\end{equation}
An unchanged factor requires $k_j=0$, and a shifted factor requires $k_j\le1$, by Lemma 2. A nonzero term therefore has $k\le m$. $\square$

\section{Proof of the theorem}

Equation (\ref{second}) shows that $d$ contains at most two shifted factors and $H_e$ at most four. Lemma 3 gives (\ref{finite}). The maximum commutator orders of the four parts of (\ref{H}) are
\begin{equation}
H_e:\ 4,\qquad b^\dagger b:\ 1,\qquad d(b+b^\dagger):\ 2+1=3,\qquad d^2:\ 2+2=4 .
\end{equation}
Inserting $e^Te^{-T}=1$ between factors gives $\overline{XY}=\bar X\bar Y$. Hence
\begin{align}
\overline{b^\dagger b}&=b^\dagger(b+T'),\nonumber\\
\overline{d(b+b^\dagger)}&=\bar d(b+T'+b^\dagger),\qquad
\overline{d^2}=\bar d^{\,2}.
\end{align}
Multiplying by the coefficients in (\ref{H}) and adding $\bar H_e$ proves (\ref{Hbar}). $\square$

The program checks these identities on random operators against matrix exponentials. There the highest allowed commutator of each part is nonzero and the next one vanishes to rounding accuracy.

\section{Remarks on the transformed operator}

\subsection{Order of factors}

The original $d$ and $b$ commute, so $\bar d$ commutes with the complete $\bar b=b+T'$. It need not commute with $b$ alone, because $\bar d$ may contain $b^\dagger$. From
\begin{equation}
0=[b+T',\bar d]=[b,\bar d]+[T',\bar d]
\end{equation}
one obtains $[b,\bar d]=[\bar d,T']$. When the terms of (\ref{Hbar}) are separated, $\bar d$ must therefore stand on the same side of both $b$ and $T'$.

\subsection{What is a one-electron term}

Suppose that all $\tau_n$ contain at most singles. Then $T'$ is a constant plus a one-electron operator. So is $\bar d$, because a commutator of two one-electron operators is again one-electron. The term $\hbar\omega b^\dagger T'$ equals $\hbar\omega\sum_n n\tau_n(b^\dagger)^n$; it excites at most one electron while creating between one and $N$ photons. The term $\bar dT'$ is different, since
\begin{equation}
a_p^\dagger a_qa_r^\dagger a_s=\delta_{qr}a_p^\dagger a_s+a_p^\dagger a_r^\dagger a_sa_q
\end{equation}
shows that a product of two one-electron operators generally has a two-electron part. If $\tau_1$ contains doubles, $T'$ itself has such a part; if any $\tau_n$ contains doubles, $\bar d$ generally has one, in its photon-conserving part for $n=0$ and in its photon-creating part for $n\ge1$.

\subsection{Where the argument fails}

The proof requires a $T$ that creates photons and excitations without the reverse processes. For a unitary ansatz with $T=\sigma b^\dagger-\sigma^\dagger b$ and an excitation operator $\sigma$, one has $[b,T]=\sigma$ but
\begin{equation}
[[b,T],T]=-[\sigma,\sigma^\dagger]\,b ,
\end{equation}
which is in general nonzero.

A numerical photon space with levels $0,\dots,P-1$ also violates the assumption $[b,b^\dagger]=1$ in its top level. In row $m$ of $e^{-T}be^T$, the left exponential leads to levels $k\le m$ and $b$ then reaches at most $m+1$. Rows up to $P-2$ are therefore unaffected, while the top row lacks a level it needs.

\section{Energy and photon equation}

Write $|\Phi,n\rangle$ for the determinant with $n$ photons and $\langle X\rangle=\langle\Phi|X|\Phi\rangle$ for electronic operators. Multiplying $He^T|\Phi,0\rangle=Ee^T|\Phi,0\rangle$ by $e^{-T}$ gives $\bar H|\Phi,0\rangle=E|\Phi,0\rangle$. For a truncated $T$, this equation is projected on $\langle\Phi,0|$, which gives $E$, and on the states generated by the terms of $T$, which gives one equation per amplitude.

Let $\tau_1=\gamma+X$, with $\gamma$ constant and $X$ containing excitations, and define $K=H_e+d^2/(2\varepsilon_0V)$. Three facts simplify the energy. First, $b|\Phi,0\rangle=0$ and $\langle\Phi,0|b^\dagger=0$. Second, transformed electronic operators do not lower the photon number, so the zero-photon block contains $\tau_0$ alone, and $T'$ contributes $\tau_1$. Third, $\langle\Phi|\tau_0=0$, so $\langle\Phi|e^{-\tau_0}=\langle\Phi|$. Therefore
\begin{equation}
E=\langle Ke^{\tau_0}\rangle-F\langle d\,e^{\tau_0}\tau_1\rangle .
\label{energy}
\end{equation}
Let $t_i^a$ and $s_i^a$ be the singles amplitudes in $\tau_0$ and $\tau_1$. The one-electron operator $d$ connects $\langle\Phi|$ to $\Phi$ and to single excitations. The corresponding parts of $e^{\tau_0}\tau_1|\Phi\rangle$ have coefficients $\gamma$ and $\gamma t_i^a+s_i^a$, so
\begin{equation}
E_{\rm bil}=-F\left[\gamma\left(\sum_i d_{ii}+\sum_{ia}d_{ia}t_i^a\right)+\sum_{ia}d_{ia}s_i^a\right].
\label{bilinear}
\end{equation}
Doubles do not appear explicitly here; they act through the amplitude equations.

For $T=\tau_0+\tau_1b^\dagger$, project on $\langle\Phi,1|$. With $\tilde A=e^{-\tau_0}Ae^{\tau_0}$ for an electronic operator $A$, the block of $\bar A$ that adds one photon is $[\tilde A,\tau_1]=[\tilde A,X]$. Its expectation value is $\langle\tilde AX\rangle=\langle Ae^{\tau_0}X\rangle$, since $\langle\Phi|X=0$. The contributions are
\begin{align}
\bar K&:\quad \langle Ke^{\tau_0}X\rangle,\nonumber\\
\hbar\omega b^\dagger T'&:\quad \hbar\omega\langle\tau_1\rangle=\hbar\omega\gamma,\nonumber\\
-F\bar d\,b^\dagger&:\quad -F\langle de^{\tau_0}\rangle,\nonumber\\
-F\bar d\,T'&:\quad -F\langle[\tilde d,X]\tau_1\rangle=-F\langle de^{\tau_0}X\tau_1\rangle .
\end{align}
Their sum must vanish:
\begin{equation}
\hbar\omega\gamma=F\langle de^{\tau_0}\rangle-\langle Ke^{\tau_0}X\rangle+F\langle de^{\tau_0}X\tau_1\rangle .
\label{photon}
\end{equation}

If $T=\gamma b^\dagger$, this reduces to $\gamma=F\langle d\rangle/(\hbar\omega)$, the displacement of an oscillator by the mean dipole. By (\ref{ratio}) the energy becomes
\begin{equation}
E=\langle H_e\rangle+\frac{\langle d^2\rangle-\langle d\rangle^2}{2\varepsilon_0V}.
\end{equation}
The displaced photon thus removes the squared mean dipole from the self-energy. The dipole variance remains.

\section{Worked example: two electrons on two sites}

Consider a model molecule with two sites $A,B$ at $\mp0.1$ nm along the polarization, each with a core of charge $+e$. The site energies are $\mp1$ eV, the hopping matrix element is $-2$ eV and the on-site repulsion is 4 eV. The photon energy is 3 eV. The deliberately small volume $V=1\,\mathrm{nm}^3$ makes $F=5.21\times10^9$ V/m.

The lower and upper eigenorbitals of the one-electron matrix are
\begin{equation}
o=(0.85065,\,0.52573),\qquad v=(0.52573,\,-0.85065).
\end{equation}
The reference has both electrons in $o$. For electron charge $-e$, the dipole elements give $Fd_{oo}=0.23299$ eV and $Fd_{ov}=0.46598$ eV.

Define $S=\sum_\sigma v_\sigma^\dagger o_\sigma$ and $P=v_\uparrow^\dagger o_\uparrow v_\downarrow^\dagger o_\downarrow$, so that $S^2=2P$. The singlet basis is $|\Phi\rangle$, $S|\Phi\rangle/\sqrt2$, $P|\Phi\rangle$. In this basis the first rows of the matrices, in eV, are
\begin{align}
H_e&:\ (-2.07214,\ 1.13137,\ 1.60000),\nonumber\\
Fd&:\ (0.46598,\ 0.65900,\ 0).
\end{align}
With $T=t_1S+t_2P+(\gamma+s_1S+s_2P)b^\dagger$, the five projected equations are nonlinear and have more than one real solution; the one that describes the ground state is
\begin{align}
t_1&=-0.168692,& t_2&=-0.235736,\nonumber\\
\gamma&=0.074392,& s_1&=0.045636,& s_2&=0.020631 .
\end{align}

Since $S^2/2=P$, the components of $e^{\tau_0}|\Phi\rangle$ are
\begin{equation}
(1,\ \sqrt2\,t_1,\ t_2+t_1^2)=(1,\,-0.2386,\,-0.2073).
\end{equation}
The electronic part of the energy is
\begin{equation}
-2.072-1.131(0.2386)-1.600(0.2073)=-2.674\ \mathrm{eV}.
\end{equation}
Summing (\ref{bilinear}) over spin gives
\begin{align}
E_{\rm bil}&=-0.0744\,[0.4660-2(0.1687)(0.4660)]\nonumber\\
&\quad-2(0.0456)(0.4660)=-0.0655\ \mathrm{eV}.
\end{align}
The self-energy part is $0.1627$ eV, so the total is
\begin{equation}
E=-2.6737-0.0655+0.1627=-2.5765\ \mathrm{eV}.
\end{equation}
The three terms on the right of (\ref{photon}) are
\begin{equation}
0.3088-0.0888+0.0032=0.2232\ \mathrm{eV},
\end{equation}
which divided by 3 eV returns $\gamma=0.0744$. Here the excitation terms lower $\gamma$ below the value $0.3088/3=0.103$ that the first term alone would give.

Exact diagonalization of the same model gives $-2.6468$ eV without the cavity and $-2.5771$ eV with it. The cavity raises the energy by 0.0697 eV. The five-amplitude result lies $6.3\times10^{-4}$ eV above the exact energy, which is about 0.9\% of this rise. With no photon operators in $T$ the error is $4.4\times10^{-2}$ eV. Including $(b^\dagger)^2$ and its electronic excitations reduces the error to $-1.5\times10^{-6}$ eV. The negative sign shows that the projected energy is not an upper bound. These errors measure the truncation of $T$ for the undisplaced photon vacuum as reference. Displacing the vacuum by the reference dipole, which replaces $d$ by $d-\langle d\rangle$ in (\ref{H}), leaves the exact energy unchanged but changes the three errors to $5.9\times10^{-2}$, $7.9\times10^{-4}$ and $+2.7\times10^{-7}$ eV for no, one and two powers of $b^\dagger$. With either reference, the expression (\ref{Hbar}) for $\bar H$ is used without truncating its commutators.

The rise of the energy in the cavity is a property of the Hamiltonian (\ref{H}). By (\ref{ratio}), $H=H_e+\hbar\omega\,B^\dagger B$ with $B=b-Fd/(\hbar\omega)$, so the ground-state energy cannot fall below that of $H_e$; without the self-energy term the same model gives a shift of $-0.048$ eV. Mode volumes near $1\,\mathrm{nm}^3$ occur in plasmonic gaps, where a single mode with this self-energy term is not an established description, so neither the size nor the sign of the shift should be carried over to such structures.

\section*{Numbers as computed}
\begin{verbatim}
ALGEBRA ON RANDOM OPERATORS (dimensionless)
relative gap, shifted photon annihilator: 4.4e-16
same gap in the truncated top photon row: 2.89
relative gap, electron operators: 4.0e-16
relative gap, whole transformed H: 6.1e-16
relative gap, [b,dbar] = [dbar,T']: 7.7e-16
largest element of nested commutators: last nonzero, next, and
one single product T^i X T^j inside the vanishing next one
  photon energy: order 1: 1.91e+00; order 2: 8.9e-16; product: 1.64e+00
  bilinear coupling: order 3: 2.61e+00; order 4: 1.4e-15; product: 9.14e-01
  dipole self-energy: order 4: 1.62e+00; order 5: 2.8e-16; product: 2.89e-01
  electronic H: order 4: 1.13e+01; order 5: 5.6e-16; product: 5.30e-01
norm fraction beyond constant + one-electron operators:
  shift, singles only: 2.0e-16; with doubles: 0.318
  singles only, dressed dipole: 4.0e-16; dipole times shift: 0.622
TWO-SITE MOLECULE IN A CAVITY
hopping 2.0 eV, site offset 2.0 eV, repulsion 4.0 eV
spacing 0.2 nm, mode volume 1.0 nm^3, photon energy 3.0 eV
vacuum field amplitude F: 5.2099e+09 V/m
orbital energies: -2.23607, 2.23607 eV
occupied orbital on sites: 0.85065, 0.52573
virtual orbital on sites: 0.52573, -0.85065
F d_oo: 0.23299 eV; F d_ov: 0.46598 eV
singlet basis: reference, normalized single, double
  H_e row 1 (eV): -2.07214, 1.13137, 1.60000
  H_e row 2 (eV): 1.13137, 3.20000, -1.13137
  H_e row 3 (eV): 1.60000, -1.13137, 6.87214
  F d row 1 (eV): 0.46598, 0.65900, 0.00000
  F d row 2 (eV): 0.65900, 0.00000, 0.65900
  F d row 3 (eV): 0.00000, 0.65900, -0.46598
amplitudes with one power of b+ (dimensionless):
  electronic t1 = -0.168692, t2 = -0.235736
  photon gamma = 0.074392, s1 = 0.045636, s2 = 0.020631
electronic energy part: -2.673690 eV
bilinear energy part: -0.065501 eV
self-energy part: 0.162716 eV
sum, coupled-cluster energy: -2.576475 eV
photon equation, w*gamma: 0.223176 eV
  source 0.308768, relaxation -0.088756, quadratic 0.003164 eV
exact energy without cavity: -2.646809 eV
exact energy in cavity: -2.577107 eV; shift: 0.069701 eV
highest power of b+ in T, energy, error against exact:
  0: -2.53351904 eV, 4.36e-02 eV
  1: -2.57647544 eV, 6.32e-04 eV
  2: -2.57710865 eV, -1.45e-06 eV
  3: -2.57710726 eV, -6.81e-08 eV
  4: -2.57710720 eV, -1.49e-10 eV
  5: -2.57710719 eV, 2.53e-11 eV
\end{verbatim}
